Buffer errors in a metallic chain: Friedel oscillations and electronic temperature

Take a long chain of metal atoms and compute its electrons piece by piece. For each atom, or small group of atoms, called the core, a fragment is cut out that contains the core and a buffer of neighbours on both sides. The fragment is diagonalized, the density-matrix rows of the core are kept, and the buffer's own rows are thrown away. This is the divide-and-conquer method, and its cost grows linearly with chain length if the buffer can stay the same size. In a chain with a sizeable gap a short buffer is enough. In a cold metallic chain doubling the buffer merely halves the typical error in an atom's population at fixed chemical potential, although every Hamiltonian matrix element near the core is already correct. A modest electronic temperature changes this slow decay into an exponential one beyond a thermal length derived below. A chain that can be solved by hand shows why.

**The model and its bulk density matrix**

The atoms have spacing a, one orbital each, and a hopping matrix element −t between neighbours. The electrons are independent. A fragment keeps the matrix elements of the infinite chain and the same chemical potential μ, so neither self-consistent rearrangement nor electron correlation enters. The error is what remains: the effect of the missing atoms on the orbitals. Holding μ at its infinite-chain value is a choice. In practice μ is usually adjusted until the cores together hold the right number of electrons, and the last section says what that changes.

In the infinite chain an orbital with amplitudes c_n obeys

−t(c_{n+1} + c_{n−1}) = ε c_n.

Inserting c_n = e^{iqn}, with q = ka, gives

ε(q) = −2t cos q,
w ≡ ħv_F/a = dε/dq at q_F = 2t sin q_F,

where q_F = k_F a. The energy w is the Fermi velocity in convenient units. With Fermi occupation f, the density matrix per spin between atoms d spacings apart is

p(d) = (1/2π) ∫_{−π}^{π} f e^{iqd} dq = (1/π) ∫_0^π f cos(qd) dq.

The second form holds because f is even in q. At T = 0 the integral stops at q_F:

p(d) = sin(q_F d)/(πd), p(0) = q_F/π.

Counting both spins, each atom holds 2q_F/π electrons.

For numbers I take t = 1 eV, a = 0.25 nm and μ = −1.2 eV. Then cos q_F = 0.6, sin q_F = 0.8, q_F = 0.9273, w = 1.6 eV and ħv_F = 0.4 eV nm. The bulk population is 0.5903 electrons per atom.

**What one cut does**

Remove atom 0 and everything to its left. Atom 1 now obeys −t c_2 = ε c_1. This is the bulk equation with c_0 = 0, so the cut acts as a hard wall on the first removed atom. The orbitals are standing waves,

φ_q(n) = √(2/π) sin(qn), 0 < q < π.

Using 2 sin x sin y = cos(x−y) − cos(x+y), the density matrix per spin becomes

P_{nn'} = (2/π) ∫_0^π f sin(qn) sin(qn') dq
= p(n−n') − p(n+n').

The first term is the bulk result. The second is the whole error of the cut: the bulk density matrix evaluated over the path from n to the wall and back to n'. For the population of one core atom this is a round trip of 2n spacings. With b = na the distance to the first removed atom, and both spins counted,

δN = −2p(2n) = −(a/πb) sin(2k_F b) at T = 0.

These are Friedel oscillations. Their wave number is 2k_F because the wave travels the distance b twice.

The reason for the slow decay appears on integrating p(2n) by parts:

p(2n) = (1/π) [f sin(2qn)/(2n)]_0^π + (1/2πn) ∫_0^π (−df/dq) sin(2qn) dq.

The bracket vanishes because sin(2qn) is zero at both limits. What is left contains only the slope of the occupation. Deep in the band, neighbouring standing waves have their ripples at slightly different places and cancel. The cancellation stops abruptly at the Fermi edge. At T = 0, −df/dq is a delta function at q_F, and the uncancelled remainder is sin(2q_F n)/(2πn).

At n = 40, or b = 10 nm, the phase is 2q_F n = 74.18, whose sine is −0.937. Hence

δN = 0.937/(40π) = 7.46 × 10⁻³ electrons.

The formula is exact for a single cut. Diagonalizing a long but finite chain gives 7.47 × 10⁻³, the small excess coming from its far end. This is 1.3% of the bulk population, with 39 atoms between the core atom and the wall.

A gap removes the edge. In a gapped chain with a filled lower band, the occupied states vary smoothly and periodically with k, so the bulk density matrix has no power-law tail. For the effect of cuts I rely on a computed example at T = 0: hoppings alternating between 1.2 and 0.8 eV, a gap of 0.8 eV, and fragments cut at weak bonds. The error in the bond order (the density-matrix element between neighbours, both spins) of the central strong bond is 1.4 × 10⁻⁴ with 10 buffer atoms on each side, 9.7 × 10⁻⁷ with 20 and 1.1 × 10⁻¹⁰ with 40. The first doubling gains a factor of about 140, the second about 9000. A power law would gain the same factor each time.

**Why shifting the energy of the end atom does not help**

One might hope to soften the cut by adjusting the last atom. Give atom 1 an extra energy U, so that U c_1 − t c_2 = ε c_1. Define a fictitious c_0 by continuing the bulk equation, −t c_2 − t c_0 = ε c_1. Subtracting the two gives

c_0 = −(U/t) c_1.

Try c_n ∝ sin(qn+δ). The condition reads sin δ = −(U/t)(sin q cos δ + cos q sin δ), and dividing by cos δ gives

tan δ = −(U/t) sin q / [1 + (U/t) cos q].

For |U| < t there is no bound state at the end: a decaying solution c_n ∝ λⁿ would need λ = −t/U, which has |λ| > 1. The standing waves are then complete, and

δN = −(2/π) ∫_0^{q_F} cos(2qn + 2δ(q)) dq
= −sin(2q_F n + 2δ_F)/(πn) + O(1/n²).

The lower limit gives nothing at this order because δ(0) = 0. The wave is still totally reflected, since it has nowhere else to go. The altered atom shifts the phase and leaves the leading envelope as it was. For U = 0.5 eV, tan δ_F = −0.4/1.3 and δ_F = −0.2985. At n = 100 the formula gives −1.503 × 10⁻³ electrons and a long finite chain −1.512 × 10⁻³. About half of the difference is the O(1/n²) term, and the rest comes from the far end of the chain. A tuned U can put a node of the oscillation on one chosen atom, but away from half filling its neighbours then miss the node.

**A real fragment has two cuts**

Let the fragment have atoms 1 to L−1, with walls at 0 and L. The allowed wave numbers are q_j = πj/L and the orbitals are √(2/L) sin(q_j n). Therefore

N_n = (2/L) Σ_{j=1}^{L−1} f(q_j) [1 − cos(2πjn/L)].

At T = 0 the lowest M levels are filled. With θ = 2πn/L, the identity 2 sin(θ/2) cos(jθ) = sin((j+½)θ) − sin((j−½)θ) makes the cosine sum telescope:

Σ_{j=1}^{M} cos(jθ) = sin((M+½)θ)/(2 sin(θ/2)) − ½.

Inserting it,

N_n = (2M+1)/L − sin[(2M+1)πn/L] / [L sin(πn/L)].

The second term is the Friedel oscillation between two walls. The first is a uniform background that differs from 2q_F/π because the number of filled levels is an integer.

Both contributions can be bounded. Since M ≤ q_F L/π ≤ M+1, the background is wrong by at most 1/L. Let n_b = b/a be the distance from atom n to the nearer wall, so that L ≥ 2n_b and 1/L ≤ 1/(2n_b). A sine arch lies above its chords, so sin(πn/L) ≥ 2n_b/L, and the oscillating term is also at most 1/(2n_b). Together,

|δN| ≤ 1/n_b = a/b.

This is larger than the one-cut envelope a/(πb), and the central atom shows that it can nearly be reached. There n = L/2, the sine in the numerator is (−1)^M, and

N_n = [2M + 1 − (−1)^M]/L.

For even M this is 2M/L, and for odd M it is (2M+2)/L. Either way it is a multiple of 4/L = 2/n. Levels with even j have a node at the centre, so the population there can change only in steps of 2/n. The fragment rounds the true population to the nearest step, and a rounding error can be as large as half a step, 1/n.

The table gives the largest error of the central atom, in electrons, over ranges of fragment size.

n = 10–19: 7.6 × 10⁻² at 0 K, 4.3 × 10⁻² at 300 K
n = 20–39: 4.5 × 10⁻² at 0 K, 1.4 × 10⁻² at 300 K
n = 40–79: 1.9 × 10⁻² at 0 K, 2.0 × 10⁻³ at 300 K
n = 80–159: 1.2 × 10⁻² at 0 K, 3.1 × 10⁻⁵ at 300 K

The cold column follows 1/n from above the one-cut envelope; the warm column leaves it.

**What temperature changes**

The partial integration already contains the answer. At finite T the slope −df/dq is a bump with an energy width of order kT. An electron whose energy differs from μ by x has a round-trip phase that differs by 2xb/ħv_F. Once the thermal spread of this phase is large, the reflected waves no longer add up.

To obtain the decay law, continue q into the complex plane. For integer d > 0, close the integral for p(d) with a rectangle above the real axis. Its vertical sides at ±π cancel by periodicity. The factor e^{iqd} removes the top side as it is raised, provided its height is chosen between poles of f, where f stays bounded. The poles remain. They lie where

ε(q) = μ ± iη_l, η_l = πkT(2l+1), l = 0, 1, 2, …

As a function of energy, f has residue −kT at each of them; as a function of q, the residue is −kT/(2t sin q). Let q_l be the solution for +iη_l with positive imaginary part. The solution for −iη_l is then −q_l*. With A_l = e^{iq_l d}/(2t sin q_l), the two residues are −kT A_l and +kT A_l*. The residue theorem supplies 2πi and the definition of p supplies 1/2π, so

p(d) = −i kT Σ_l (A_l − A_l*) = 2kT Σ_l Im[e^{iq_l d}/(2t sin q_l)].

At long distance the pole nearest the real axis, l = 0, dominates. Since d = 2n for a population, the decay rate per atom of buffer is 2 Im q_0.

If πkT is small against the distance from μ to the band edges, and d is large, the important poles lie where the band is nearly straight: q_l ≈ q_F + iη_l/w. The sum over l is then geometric. With y = πkTd/w,

Σ_l e^{−(2l+1)y} = e^{−y}/(1 − e^{−2y}) = 1/(2 sinh y),
p(d) ≈ (kT/w) sin(q_F d)/sinh(πkTd/w).

Setting d = 2n in δN = −2p(2n) gives the one-cut error at finite temperature:

δN = −(2kTa/ħv_F) sin(2k_F b) / sinh(2πkTb/ħv_F).

Define the thermal length ℓ_T = ħv_F/(2πkT). For b ≪ ℓ_T, sinh x ≈ x restores the 1/b law. For b ≫ ℓ_T, sinh x ≈ e^x/2 and the envelope becomes

(4kTa/ħv_F) exp(−2πkTb/ħv_F).

The factor 2 in the exponent comes from the round trip, and ħ is needed to make it dimensionless. Warming thus multiplies the cold envelope by x/sinh x with x = b/ℓ_T: it does little for b ≪ ℓ_T, gives a factor 0.85 at b = ℓ_T, and does a great deal for a much longer buffer. These factors are for one cut. Between two cuts the longer repeated echoes are damped more strongly, and the worst error of the central atom already falls by a factor of about 0.85 at b = 0.3 ℓ_T and 0.6 at b = ℓ_T.

At 300 K, kT = 0.02585 eV and ℓ_T = 0.4/(2π × 0.02585) = 2.463 nm. At b = 10 nm the argument of sinh is 4.06, and the formula gives 1.044 × 10⁻³ electrons, about seven times less than at 0 K. The chain gives 1.030 × 10⁻³, lower by 1.4%.

Band curvature explains the difference. Expanding q_0 to second order in η_0 = πkT = 0.0812 eV adds to its real part

η_0² cos q_F/(8t² sin³q_F) = 9.7 × 10⁻⁴,

which over 80 spacings is a phase of 0.077. The factor 1/sin q_0 contributes −(η_0/w) cot q_F = −0.038. The net shift of 0.039 lowers the magnitude of the sine by about 1.5%. More precisely it is −1.54%, and two smaller corrections partly cancel. The true decay length is 0.114% longer (table below), which raises the result by 4.06 × 0.114% = 0.46%. And sin²q_0 = 1 − (μ+iη_0)²/4t² = 0.6416 + 0.0487i has modulus 0.6435 instead of 0.64, which lowers |1/sin q_0| by 0.27%. The sum, −1.35%, matches the chain. Both the phase drift and the envelope error grow with b, but the first is second order in η_0 (9.7 × 10⁻⁴ per spacing of path) and the second third order (about 6 × 10⁻⁵), so at this μ the simple formula keeps its envelope better than its phase at long distance. At half filling cos q_F = 0, the phase drift vanishes, and only the envelope error is left.

The decay length can be extracted from the computed populations of four neighbouring atoms, without using the formula:

300 K: formula 2.463 nm, chain 2.465 nm
600 K: formula 1.231 nm, chain 1.237 nm
1000 K: formula 0.739 nm, chain 0.748 nm

The deviation grows from 0.1% to 1.2%, roughly as T², as expected from the next term in the imaginary part of q_0.

**How long the buffer must be**

For a fragment at finite temperature the two walls produce repeated echoes. Write f(q) = Σ_s p(s) e^{−iqs}, the Fourier series whose coefficients are p(s). Averaging f(q_j) e^{iq_j d} over the 2L values of j in one period keeps the terms with s = d + 2mL, for integer m. In the fragment population, j and −j contribute equally, and j = 0 and j = L contribute nothing, so the sum extends to the full period:

N_n = 2 Σ_m [p(2mL) − p(2n+2mL)].

The term p(0) is the bulk. For b ≫ ℓ_T the largest corrections are the single echoes from the two walls; paths around the whole fragment are longer and are damped more. On the central atom the two echoes are equal, which doubles the one-cut envelope. For an error below 10⁻³ electrons at 300 K,

sinh(b/ℓ_T) = 4kT/(w × 10⁻³) = 64.6,
b/ℓ_T = 4.86, b = 11.97 nm, or 47.9 spacings.

Among the diagonalized fragments, which reach n = 159, all from n = 46 onward meet the target. The estimate is slightly cautious because it assumes that the core atom sits on a crest. At 0 K the bound a/b guarantees the same accuracy from 1000 spacings, or 250 nm. Some shorter fragments will meet it by luck of phase.

The warm error is measured against an infinite chain at the same T and μ. If the cold chain is wanted, smearing has its own price. Let G(ε) be the number of electrons per atom below energy ε, and g = dG/dε. Then N(T) is the average of G over the thermal bump −df/dε, which is centred at μ and has variance π²(kT)²/3. Expanding G to second order,

N(T) − N(0) ≈ ½ g'(μ) π²(kT)²/3 = (π²/6)(kT)² g'(μ).

Here g = (2/π) dq/dε = 1/(πt sin q), so g'(μ) = −cos q_F/(2πt² sin³q_F) = −0.187 eV⁻². The estimate is −2.05 × 10⁻⁴ electrons per atom; the computed shift is −2.06 × 10⁻⁴. At 300 K this is a fifth of the chosen target, but it grows as T² while the buffer shrinks somewhat more slowly than 1/T, because the prefactor 4kT/w grows with T: at 600 K the same estimate gives 27.4 spacings instead of 47.9.

**Which quantities carry the error**

A small population error does not by itself show that the buffer is adequate. At half filling q_F = π/2, and sin(2q_F n) = sin(πn) = 0 on every atom. The populations near a cut are then correct at any distance. The bond order between atoms n and n+1 is not. Its error at T = 0 is

−2p(2n+1) = −2 sin[q_F(2n+1)]/[π(2n+1)].

At n = 40 this is −2/(81π) = −7.9 × 10⁻³, against a bulk value of 2/π. The diagonalized chain agrees.

Energies show the opposite effect. Let the local grand potential be the local energy minus μ times the local population, at T = 0. Each state is then weighted by ε − μ, which vanishes at the edge that caused the trouble:

δω = −(2/π) ∫_0^{q_F} (ε−μ) cos(2qn) dq
= (1/πn) ∫_0^{q_F} (dε/dq) sin(2qn) dq.

The boundary term is absent because ε = μ at q_F and sin(2qn) = 0 at q = 0. A second partial integration, with dε/dq = 0 at q = 0, gives

δω = −w cos(2q_F n)/(2πn²) + O(1/n³).

At n = 40 the leading term is −5.55 × 10⁻⁵ eV and the chain gives −5.70 × 10⁻⁵ eV. The local energy error is μδN + δω, and its first part is −1.2 × 7.47 × 10⁻³ = −9.0 × 10⁻³ eV. On this atom, with energies measured from the site level, nearly all the energy error therefore comes from having the wrong number of electrons on the core atom, at an energy cost of μ each. Where δN or μ vanishes, as at half filling, only δω remains. The large term also drops out if μ is adjusted so that the cores hold the right number of electrons. In this uniform chain at T = 0, with the top level partly filled, the energy error per core atom then falls as 1/n², up to about 0.84 eV/n² for one-atom cores and 0.3 eV/n² for three-atom cores. The populations of the individual atoms in a three-atom core still err by up to about 0.4/n.

The numerical check checks these laws by direct diagonalization. They belong to a clean chain of independent electrons with μ well inside the band. Near a band edge v_F tends to zero and the straight-band approximation fails, though the pole sum remains valid.

Values computed for the example and the checks

```
hopping t = 1.00 eV
spacing a = 0.25 nm
chemical potential mu = -1.20 eV
kF*a = 0.9273 rad
hbar*vF = 0.4000 eV nm
vF = 6.0771e+05 m/s
kT at 300 K = 0.02585 eV
bulk population at 0 K = 0.590334 electrons/atom
smearing shift at 300 K = -2.061e-04 electrons/atom
Sommerfeld estimate of it = -2.050e-04 electrons/atom
One cut, core atom at n = 40:
  distance b = 10.00 nm
  0 K, law   = 7.4583e-03 electrons
  0 K, chain = 7.4650e-03 electrons
  300 K, sinh law = 1.0443e-03 electrons
  300 K, pole sum = 1.0302e-03 electrons
  300 K, chain    = 1.0302e-03 electrons
  0 K, local grand potential error = -5.697e-05 eV
End atom raised by 0.50 eV: phase = -0.2985 rad
  0 K error at n = 100, chain = -1.5123e-03 electrons
  0 K error at n = 100, law   = -1.5034e-03 electrons
Fragment with two cuts, largest central error (electrons):
  n = 10-19: 0 K 7.633e-02, 300 K 4.285e-02
  n = 20-39: 0 K 4.488e-02, 300 K 1.362e-02
  n = 40-79: 0 K 1.891e-02, 300 K 2.032e-03
  n = 80-159: 0 K 1.202e-02, 300 K 3.109e-05
Decay length of the one-cut error (nm):
  300 K: formula 2.4626, chain 2.4654
  600 K: formula 1.2313, chain 1.2369
  1000 K: formula 0.7388, chain 0.7479
Target population error = 1.0e-03 electrons
  300 K, predicted n = 47.9 spacings
  300 K, predicted b = 11.97 nm
  300 K, fragments safe from n = 46 spacings
  0 K, guaranteed from n = 1000 spacings
  0 K, guaranteed from b = 250 nm
Half filling, one cut, 0 K:
  largest population error = 4.0e-15 electrons
  bond-order error at n = 40: -7.8647e-03 (no unit)
Gapped chain, hoppings 1.2 and 0.8 eV, 0 K:
  gap = 0.80 eV
  10 buffer atoms: bond error 1.39e-04 (no unit)
  20 buffer atoms: bond error 9.73e-07 (no unit)
  40 buffer atoms: bond error 1.11e-10 (no unit)
```
